# The WKB exponent of a trapezoidal tunnel barrier

A tunnelling exponent is a pure number, and here it must be built from the mass $m$ of the electron, the constant $\hbar$, the thickness $d$ of the film, and the heights $\phi_1$ and $\phi_2$ of the barrier above the electron's energy at the near and far edges. The combination $\sqrt{2m\phi_1}\,d/\hbar$ is dimensionless, and so is $\phi_2/\phi_1$. Dimensions alone would allow any function of these two numbers. The leading WKB exponent is more restricted: it is an integral over the thickness of a local decay rate proportional to $\sqrt{2m}/\hbar$. For a straight barrier top it must therefore have the form

$$G=\frac{\sqrt{2m}\,d}{\hbar}\,f(\phi_1,\phi_2),$$

where $f$ has the dimension of the square root of an energy. Reading the barrier from right to left does not change the integral, so $f(\phi_1,\phi_2)=f(\phi_2,\phi_1)$. What remains is to find $f$.

Take $x=0$ at the edge where the electron enters and $x=d$ at the edge where it leaves. The height of the barrier, measured from the electron's energy, is

$$\phi(x)=\phi_1-(\phi_1-\phi_2)\frac{x}{d}.$$

A straight top means a uniform field in the film, with no space charge and no image forces. The mass is taken as constant inside the film. Writing $q>0$ for the elementary charge, we define the field $F$ by $qF=(\phi_1-\phi_2)/d$, so that $F$ is positive when the barrier falls towards the exit.

Inside the film the Schrödinger equation reads

$$\psi''=\kappa^2\psi,\qquad \kappa(x)=\frac{\sqrt{2m\phi(x)}}{\hbar}.$$

Put $\psi=e^{-w}$. Then $\psi'=-w'\psi$ and $\psi''=(w'^2-w'')\psi$, so

$$w'^2-w''=\kappa^2.$$

If $\kappa$ varies slowly, $w''$ is small and the decaying solution has $w'\approx\kappa$. To find the first correction, set $w'=\kappa+\delta$, keep $\delta$ to first order, and replace $w''$ by $\kappa'$. This gives $2\kappa\delta=\kappa'$, hence $\delta=\kappa'/(2\kappa)$ and

$$\psi\propto\frac{1}{\sqrt{\kappa(x)}}\exp\left(-\int_0^x\kappa\,dx'\right).$$

The square root belongs to the prefactor. The transmission probability $T$ goes as the square of the amplitude, which doubles the exponent:

$$T\sim e^{-G},\qquad G=2\int\kappa\,dx,$$

with the integral taken over the region where $\phi>0$. The approximation requires $|\delta|\ll\kappa$. Since $\kappa'/\kappa=\phi'/(2\phi)$ and $|\phi'|=q|F|$, the condition is

$$\frac{|\delta|}{\kappa}=\frac{q|F|}{4\phi\kappa}\ll1.$$

It fails where $\phi$ approaches zero, a point taken up below.

Suppose first that both edges lie above the electron's energy and that $\phi_1\neq\phi_2$. The height is linear in $x$, so it can serve as the integration variable:

$$d\phi=-\frac{\phi_1-\phi_2}{d}\,dx,\qquad dx=-\frac{d}{\phi_1-\phi_2}\,d\phi.$$

As $x$ runs from $0$ to $d$, $\phi$ runs from $\phi_1$ to $\phi_2$. The minus sign is absorbed by exchanging the limits:

$$G=\frac{2\sqrt{2m}}{\hbar}\,\frac{d}{\phi_1-\phi_2}\int_{\phi_2}^{\phi_1}\phi^{1/2}\,d\phi.$$

The integral is $\tfrac23(\phi_1^{3/2}-\phi_2^{3/2})$, and therefore

$$G=\frac{4\sqrt{2m}\,d}{3\hbar}\;\frac{\phi_1^{3/2}-\phi_2^{3/2}}{\phi_1-\phi_2}.$$

The three-halves powers come from integrating a square root over energy, and the denominator converts energy back into distance. If the barrier rises towards the exit, numerator and denominator both change sign and $G$ stays positive.

At equal heights the quotient is $0/0$. Let $a=\sqrt{\phi_1}$ and $b=\sqrt{\phi_2}$. Then

$$\frac{a^3-b^3}{a^2-b^2}=\frac{(a-b)(a^2+ab+b^2)}{(a-b)(a+b)}=\frac{a^2+ab+b^2}{a+b},$$

so that

$$G=\frac{4\sqrt{2m}\,d}{3\hbar}\;\frac{a^2+ab+b^2}{a+b}.$$

This form shows the expected symmetry and can be evaluated at any tilt. For $a=b=\sqrt\phi$ the last fraction is $3\sqrt\phi/2$, and the rectangular result follows:

$$G_0=\frac{2d\sqrt{2m\phi}}{\hbar}.$$

The condition for this limit is a vanishing energy drop across the film, which is not always the same as vanishing bias. For like electrodes that screen perfectly and no built-in field, $\phi_1=\phi$ and $\phi_2=\phi-qV$ at applied voltage $V$, and the two conditions coincide. If the zero-bias edge heights are $\phi_A$ and $\phi_B$, the far edge lies at $\phi_B-qV$, and the barrier is rectangular at $qV=\phi_B-\phi_A$ instead.

The approach to the rectangle shows how a small voltage acts. Let $s=(\phi_1-\phi_2)/\phi_1$ and let $G_0$ belong to a rectangle of height $\phi_1$. Dividing the two expressions gives

$$\frac{G}{G_0}=\frac{2}{3}\,\frac{1-(1-s)^{3/2}}{s}.$$

The binomial series is $(1-s)^{3/2}=1-\tfrac32s+\tfrac38s^2+\tfrac1{16}s^3+\dots$, so

$$\frac{G}{G_0}=1-\frac{s}{4}-\frac{s^2}{24}-\dots$$

For like electrodes $s=qV/\phi$, and to leading order the exponent falls linearly with voltage.

Most of this fall is the lowering of the mean height $\phi_m=(\phi_1+\phi_2)/2$. To see this, write $\phi=\phi_m(1+u)$. Across the film $u$ is spread evenly between $-r/2$ and $r/2$, with $r=(\phi_1-\phi_2)/\phi_m$. Its average is zero and its mean square is $r^2/12$. Since $\sqrt{1+u}=1+u/2-u^2/8+\dots$, averaging over the film gives

$$G=\frac{2d\sqrt{2m\phi_m}}{\hbar}\left(1-\frac{r^2}{96}-\dots\right).$$

The linear term has gone, and the quadratic one has a small coefficient. A rectangle of the mean height is thus a good estimate at moderate tilt. As long as neither edge lies below the electron's energy, it lies above the true exponent because the square root is concave: the average of the root is less than the root of the average. When the far edge drops well below that energy the inequality can reverse.

Now let the far edge come down to the tunnelling energy. With $b=0$ the fraction reduces to $a$, and $d/\phi_1=1/(qF)$, so

$$G=\frac{4\sqrt{2m\phi_1}\,d}{3\hbar}=\frac{4\sqrt{2m}\,\phi_1^{3/2}}{3\hbar qF}.$$

This is the Fowler-Nordheim exponent. At this onset it equals two thirds of $G_0$, since the average of $\sqrt\phi$ over a triangle is two thirds of its largest value.

If the far edge drops further, so that $\phi_2<0$, the electron leaves the forbidden region inside the film, at

$$x_t=\frac{\phi_1}{qF}=\frac{\phi_1}{\phi_1-\phi_2}\,d<d.$$

The energy integral then stops at $\phi=0$, not at $\phi_2$. In the general formula $\phi_2^{3/2}$ is replaced by zero, while $\phi_1-\phi_2$ remains in the denominator because it still measures the field. The Fowler-Nordheim expression therefore continues to hold beyond onset. At fixed field it no longer contains the thickness: the stretch from $x_t$ to $d$ is classically allowed and adds nothing to the decay.

For like electrodes the two regimes can be compared through $v=qV/\phi$:

$$G=\frac{2G_0}{3v}\left[1-(1-v)^{3/2}\right]\quad(v\le1),\qquad G=\frac{2G_0}{3v}\quad(v\ge1).$$

Below onset the trapezoidal exponent differs from the continued Fowler-Nordheim form by

$$\Delta G=-\frac{2G_0}{3v}(1-v)^{3/2}.$$

Both $\Delta G$ and its first derivative vanish at $v=1$, so the value and the slope join. The second derivative contains the term $-\tfrac12G_0(1-v)^{-1/2}/v$, which diverges as $v$ approaches one from below. The sign of $\Delta G$ also shows that the Fowler-Nordheim form, if used below onset, overestimates the exponent. It continues the triangle past the film and into the collector, where there is no barrier.

Onset is also where the WKB condition fails at the far edge. Near a point where $\phi=0$, let $y$ be the distance into the barrier. Then $\kappa^2=y/\ell^3$, with

$$\ell=\left(\frac{\hbar^2}{2mqF}\right)^{1/3}.$$

The troublesome region has a width of about $\ell$, and its share of the exponent is $2\int_0^\ell\sqrt{y/\ell^3}\,dy=4/3$, whatever the thickness. An error there can alter the prefactor, but it does not change the leading growth of $G$ in a thick barrier.

This was tested by solving the Schrödinger equation numerically for a near edge of 2 eV and far edges of 2, 1, 0 and −0.5 eV, with a film mass of 0.2 free-electron masses. Between thicknesses of 10 and 40 nm, at fixed edge heights, the increase of $-\ln T$ agreed with the increase of $G$ to within 2 % in all four cases.

For a worked example, take a film with $d=5$ nm and $m=0.2\,m_0$, where $m_0$ is the free-electron mass, between like electrodes with $\phi=2$ eV. The electron starts at the emitter's Fermi level, 5 eV above the bottom of the electrode band, and has mass $m_0$ in the electrodes. At full height $\kappa=3.240$ nm⁻¹, so at zero voltage

$$G_0=2\times3.240\times5=32.4.$$

At 1 V the field is 2 MV/cm and the edges lie at 2 and 1 eV. With energies in eV, the factor $4\sqrt{2m}\,d/(3\hbar)$ equals $2G_0/(3\sqrt\phi)=15.27$, and

$$G=15.27\times\frac{2+1.414+1}{1.414+1}=27.9.$$

At 2 V the far edge reaches the tunnelling energy. The field is then 4 MV/cm and $G=\tfrac23\times32.4=21.6$. At 2.5 V the exit point has moved in to $5\times2/2.5=4$ nm, and $G=21.6\times2/2.5=17.3$. Between 0 and 2 V the factor $e^{-G}$ rises from $10^{-14.07}$ to $10^{-9.38}$, nearly five powers of ten.

The mean-height rectangle gives 28.1 at 1 V, very close to 27.9, and even at onset its exponent is only 6 % too large. The Fowler-Nordheim form misused at 1 V gives 43.2. The excess of 15.3 would make the transmission too small by a factor of about four million.

The solved transmission is 3.56, 3.76, 2.03 and 1.15 times $e^{-G}$ at 0, 1, 2 and 2.5 V. The first of these ratios can be derived. At an interface $\psi$ and $\psi'/\text{mass}$ are continuous. Let $k$ be the electrode wave number, and let $g=k/m_0$ and $h=\kappa/m$. For a thick rectangle, an incoming wave of unit amplitude and a reflected wave of amplitude $R$ join a decaying wave of amplitude $B$:

$$1+R=B,\qquad ig(1-R)=-hB.$$

Eliminating $R$ gives $B=2g/(g+ih)$, so $|B|^2=4g^2/(g^2+h^2)$. At the exit, a decaying wave of amplitude $P$ and a reflected one of amplitude $Q$ produce an outgoing wave of amplitude $t$:

$$P+Q=t,\qquad -h(P-Q)=igt.$$

Hence $P=t(h-ig)/(2h)$ and $|t/P|^2=4h^2/(g^2+h^2)$. Between the interfaces the squared amplitude falls by $e^{-G_0}$, so

$$\frac{T}{e^{-G_0}}=\frac{16g^2h^2}{(g^2+h^2)^2}.$$

Here $g^2$ and $h^2$ are in the ratio of energy to mass, $5/1$ to $2/0.2=10$. The result is $16\times5\times10/15^2=3.56$, as found numerically. The exponent carries the many powers of ten, while the interfaces contribute a factor of order one in this example.

These parameters are round numbers in the rough regime of a thin ferroelectric hafnia capacitor with metal electrodes; 5 nm is towards the thin end for such devices. With a rough breakdown field of 5 MV/cm, the film is at 40 % of breakdown at 1 V, at 80 % at the Fowler-Nordheim onset, and at the breakdown field itself at 2.5 V. The last case illustrates the formula and is not a safe operating point. The calculation also assumes an insulator free of defects. In a real film, oxygen vacancies and other defects can supply states within the gap. For a trap halfway through the film, level with the electron's energy, the single passage at 1 V is replaced by two steps with exponents 15.1 and 12.8. The slower step has an exponent 12.8 below that of direct tunnelling, a factor of about $4\times10^5$ in $e^{-G}$. This is not a ratio of currents, which would also need the number of traps and their capture and emission rates, but it shows why the direct exponent alone cannot predict the leakage of a defective film.

Other omissions can be sized one at a time, with the film and the voltage of 1 V held fixed. Image charges in the two metal plates round off and lower the barrier. For an optical relative permittivity of 4 the lowering at mid-film is only 0.05 eV, but it is larger near the plates, and $G$ falls from 27.9 to 25.8. This raises $e^{-G}$ by a factor of about 8. More than half of the reduction comes from within 0.2 nm of the plates, where the classical image potential is not reliable. With the image planes placed 0.05 to 0.2 nm behind the interfaces the factor is only about 5 to 2.6, so the estimate fixes the order of magnitude and no more.

A larger change comes from the energy dependence of the decay rate within the gap. A simple two-band form is

$$\kappa^2=\frac{2m\phi}{\hbar^2}\left(1-\frac{\phi}{E_g}\right),$$

where $E_g$ is the gap. It reduces $\kappa$ because the valence band also limits the decay. With $E_g=5.7$ eV the exponent becomes 23.9, and $e^{-G}$ grows by a factor of about 57. If $m$ has been fitted to tunnelling data, part of this effect may already be contained in it, and applying the correction again would count it twice.

Temperature matters much less for direct tunnelling. At 358 K, with $e^{-G}$ taken as the transmission, the thermal spread of electrons in the electrodes raises the current by a factor of 1.14 at 1 V and 1.37 at 2 V, relative to zero temperature. Using the solved transmission with conserved transverse momentum leaves the first value almost unchanged but lowers the second to about 1.24. Emission over the full barrier has the exponent $\phi/(k_BT_e)=64.8$, where $T_e$ is the electrode temperature. This is far above 27.9, so that path is negligible here.

Ferroelectric polarisation bears directly on the rectangular limit. Let the polarisation $P_f$ be positive along the applied field, let the film have relative permittivity $\varepsilon$, and let each electrode screen its surface charge density $\sigma$ over a length $\lambda$, with a voltage drop $\sigma\lambda/\varepsilon_0$. Then

$$\sigma=P_f+\varepsilon_0\varepsilon F,\qquad Fd+\frac{2\sigma\lambda}{\varepsilon_0}=V.$$

The drop in the emitter lowers the near edge to $\phi_1=\phi-q\sigma\lambda/\varepsilon_0$. The drop in the collector still lies ahead at the far edge, so $\phi_2=\phi-qV+q\sigma\lambda/\varepsilon_0$. Their mean is $\phi-qV/2$, whatever the polarisation. At zero voltage a polarised film therefore has a tilted barrier, not a rectangular one, although its mean height is still $\phi$.

For $P_f=15$ µC/cm², $\varepsilon=30$ and $\lambda=0.05$ nm, the edges at 1 V lie at 1.28 and 1.72 eV when the polarisation is along the field, and at 2.34 and 0.66 eV when it is against it. The exponents are 28.0 and 27.7. The tilt changes strongly, even in sign, but the mean height does not, and while both edges stay well above the electron's energy the tilt enters only as a small correction that starts at second order.

Two limits apply to these numbers. First, the polarisation is held fixed. The field in the film opposes it by 3.4 MV/cm at 1 V in the second state, and by 2.1 MV/cm at zero voltage in either state. Coercive fields of ferroelectric hafnia are typically about 1 to 2 MV/cm, so the second state would be expected to switch at 1 V, and retention at zero voltage is not assured. The comparison shows how the barrier responds to a given polarisation, not the read-out of two stable states. Second, imperfect screening takes part of the voltage even when $P_f=0$: here only 62.5 % of it falls across the film, and the Fowler-Nordheim onset moves from 2 V to about 2.46 V. The worked example above assumed perfect screening.

This near-equality is a low-voltage result: at 2 V the second state has passed the Fowler-Nordheim onset and the exponents are 22.9 and 20.9. It also depends on equal screening lengths, which keep the mean height independent of the polarisation. With screening lengths $\lambda_1$ at the emitter and $\lambda_2$ at the collector, the same argument gives a mean height of

$$\phi_m=\phi-\frac{qV}{2}+\frac{q\sigma(\lambda_2-\lambda_1)}{2\varepsilon_0}.$$

At zero voltage, reversing $P_f$ reverses $\sigma$ and so shifts the mean height the other way. The exponent then responds at first order. In this model, a tunnel current can therefore distinguish the two polarisation states strongly at low voltage if the screening lengths differ enough. The edge heights and exponents for like electrodes at 1 V are listed in the numerical output below.

## Computed values

```
INPUTS (round, rough hafnia-capacitor regime)
barrier height: 2.0 eV
tunnelling mass: 0.2 m0
thickness: 5.0 nm
electrode Fermi energy: 5.0 eV
kappa at full height: 3.2402 1/nm
rectangular G: 32.402
onset voltage: 2.00 V
onset field: 4.00 MV/cm
AT 0.0 V: field 0.0 MV/cm, far edge 2.0 eV
  exit point 5.00 nm, G = 32.402
  log10 exp(-G) = -14.07
  solved T / exp(-G) = 3.56
  field / rough breakdown field = 0.00
AT 1.0 V: field 2.0 MV/cm, far edge 1.0 eV
  exit point 5.00 nm, G = 27.928
  log10 exp(-G) = -12.13
  solved T / exp(-G) = 3.76
  field / rough breakdown field = 0.40
AT 2.0 V: field 4.0 MV/cm, far edge 0.0 eV
  exit point 5.00 nm, G = 21.601
  log10 exp(-G) = -9.38
  solved T / exp(-G) = 2.03
  field / rough breakdown field = 0.80
AT 2.5 V: field 5.0 MV/cm, far edge -0.5 eV
  exit point 4.00 nm, G = 17.281
  log10 exp(-G) = -7.51
  solved T / exp(-G) = 1.15
  field / rough breakdown field = 1.00
ESTIMATES
mean-barrier G at 1 V: 28.061
mean-barrier excess at onset: 6.07 %
Fowler-Nordheim form misused at 1 V: G = 43.202
NEGLECTED EFFECTS AT 1 V
image force (optical eps 4): G = 25.806
  mid-film lowering: 0.050 eV
  exp(-G) grows by factor 8.35
two-band dispersion (gap 5.7 eV): G = 23.879
  exp(-G) grows by factor 57.4
temperature 358 K: current factor 1.141
  same at 2 V: 1.367
  over-barrier exponent, height/kT: 64.8
polarisation 15 uC/cm2, film eps 30, screening 0.05 nm:
  along field: edges 1.283, 1.717 eV, G = 28.036
  against field: edges 2.342, 0.658 eV, G = 27.668
trap halfway: step exponents 15.142 and 12.786
```
